# Second-order Fermi-surface distortion and zone contact in a bcc metal

## The result

Consider a bcc metal with one conduction electron per atom and cubic lattice constant $a$. The electrons are independent and move in a local pseudopotential whose twelve (110) Fourier components all equal a real number $V$; its other components are set to zero. The twelve planes that bisect these reciprocal vectors bound the Brillouin zone, and N is the centre of each face. Lengths in $k$-space are measured by the Gamma-N distance $p$, energies by the free-electron energy at N:

$$p=\frac{|\mathbf G_{110}|}{2}=\frac{\sqrt2\,\pi}{a},\qquad E_N=\frac{\hbar^2p^2}{2m},\qquad \kappa=\frac kp,\qquad u=\frac{V}{E_N}.$$

The cubic cell holds two electrons, so $k_F^3=3\pi^2(2/a^3)$, and the ratio

$$\kappa_0=\frac{k_F}{p}=\frac{(6\pi^2)^{1/3}}{\sqrt2\,\pi}=0.877$$

does not depend on $a$. Let $\mathbf g$ run over the twelve unit vectors along (110). At fixed electron number, the Fermi radius in the direction $\mathbf n$ changes to second order in $V$ by

$$\boxed{\frac{\delta k(\mathbf n)}{k_F}=\frac{u^2}{8\kappa_0^2}\left[S(\mathbf n)-\frac{12\,\mathrm{artanh}\,\kappa_0}{\kappa_0}\right],\qquad S(\mathbf n)=\sum_{\mathbf g}\frac{1}{1-\kappa_0\,\mathbf n\cdot\mathbf g}}$$

The surface bulges toward N by $0.314\,u^2$ of its radius and is depressed along [100] by $0.268\,u^2$.

Contact with the zone face is a degenerate problem, which this formula does not cover. The two waves that meet at N, with the Fermi level frozen at its free value, suggest contact at $|V|=(1-\kappa_0^2)E_N=0.230\,E_N$. The full twelve-component model does not confirm that value: the surface is still closed at $|V|=0.3\,E_N$ for either sign of $V$. For $V>0$ it is also closed at $0.5\,E_N$ and $0.8\,E_N$; for $V<0$ contact occurs between these two strengths, close to $0.5\,E_N$.

## First derivation: the energy at fixed wave vector

The potential couples the plane wave $\mathbf k$ to the twelve waves $\mathbf k-\mathbf G$. In units of $p$, $\mathbf G=2\mathbf g$. With $\mu=\mathbf n\cdot\mathbf g$, the free energies in units of $E_N$ differ by

$$\kappa^2-|\kappa\mathbf n-2\mathbf g|^2=\kappa^2-(\kappa^2-4\kappa\mu+4)=-4(1-\kappa\mu).$$

This is negative for every $\mathbf g$ as long as $\kappa<1$, so all twelve waves lie higher and push the level down. The first-order shift is the mean potential, which is zero. Second-order perturbation theory therefore gives

$$\frac{E(\mathbf k)}{E_N}=\kappa^2+\Delta(\kappa,\mathbf n),\qquad \Delta=-\frac{u^2}{4}\sum_{\mathbf g}\frac{1}{1-\kappa\mu}.$$

Write the Fermi radius as $\kappa=\kappa_0(1+\delta)$ and the Fermi energy as $\kappa_0^2+\eta_2$, where $\delta$ and $\eta_2$ are of order $u^2$. Since $\Delta$ is already of that order, it may be evaluated at $\kappa_0$. The Fermi surface is a surface of constant energy:

$$\kappa_0^2(1+2\delta)+\Delta(\kappa_0,\mathbf n)=\kappa_0^2+\eta_2
\quad\Rightarrow\quad
\delta(\mathbf n)=\frac{\eta_2-\Delta(\kappa_0,\mathbf n)}{2\kappa_0^2}.$$

The electron number fixes the enclosed volume. With angle brackets for the average over directions, $\langle(1+\delta)^3\rangle=1$, which to this order means $\langle\delta\rangle=0$. Hence $\eta_2=\langle\Delta\rangle$. Each $\mathbf g$ contributes the same average,

$$\left\langle\frac1{1-\kappa_0\mu}\right\rangle=\frac12\int_{-1}^{1}\frac{d\mu}{1-\kappa_0\mu}=\frac1{2\kappa_0}\ln\frac{1+\kappa_0}{1-\kappa_0}=\frac{\mathrm{artanh}\,\kappa_0}{\kappa_0},$$

so that $\langle S\rangle=12\,\mathrm{artanh}(\kappa_0)/\kappa_0=18.66$ and

$$\frac{\delta E_F}{E_N}=\eta_2=-\frac{u^2}{4}\langle S\rangle=-4.66\,u^2.$$

Inserting $\eta_2$ and $\Delta=-u^2S/4$ into $\delta$ gives $\delta=u^2(S-\langle S\rangle)/(8\kappa_0^2)$, the boxed result. A direction whose level is lowered more than the average takes in electrons from the others.

## Second derivation: the radius at fixed energy

Now fix the energy and ask at which wave vector a state exists. Let $E$ be the energy in units of $E_N$, $c_0$ the amplitude of the wave $\mathbf k$, and $c_{\mathbf g}$ that of $\mathbf k-\mathbf G$. The Schrödinger equation reads

$$(E-\kappa^2)\,c_0=u\sum_{\mathbf g}c_{\mathbf g},\qquad
\left(E-|\kappa\mathbf n-2\mathbf g|^2\right)c_{\mathbf g}=u\,c_0+u\,(\text{other small amplitudes}).$$

The other amplitudes are of first or higher order in $u$, so their term is at most of order $u^2c_0$. Dropping it and eliminating $c_{\mathbf g}$ leaves

$$E-\kappa^2=u^2\sum_{\mathbf g}\frac{1}{E-|\kappa\mathbf n-2\mathbf g|^2}+O(u^3).$$

Let $E=\eta^2$, where $\eta$ is the radius of the free sphere at this energy. On the right, $\kappa$ may be replaced by $\eta$, and the denominator becomes $-4(1-\eta\mu)$. Solving for the radius,

$$\kappa^2=\eta^2+\frac{u^2}{4}\sum_{\mathbf g}\frac1{1-\eta\mu}
\quad\Rightarrow\quad
\kappa(\mathbf n)=\eta+\frac{u^2}{8\eta}\,S_\eta(\mathbf n),$$

where $S_\eta$ is $S$ with $\eta$ in place of $\kappa_0$. At fixed energy the surface moves outward in every direction. It would hold too many electrons, so the energy must be lowered. The volume condition is

$$\langle\kappa^3\rangle=\eta^3+\frac{3\eta u^2}{8}\langle S_\eta\rangle=\kappa_0^3
\quad\Rightarrow\quad
\eta=\kappa_0-\frac{u^2}{8\kappa_0}\langle S\rangle,$$

because $\eta$ and $\kappa_0$ differ at order $u^2$ alone. Substitution gives

$$\kappa(\mathbf n)=\kappa_0+\frac{u^2}{8\kappa_0}\left[S(\mathbf n)-\langle S\rangle\right].$$

Division by $\kappa_0$ reproduces the boxed formula, and $\eta^2=\kappa_0^2-u^2\langle S\rangle/4$ reproduces the shift of the Fermi level.

## Shape of the distorted surface

The sums follow from the values of $\mu$. Along [110], $\mu=\pm1$ occurs once each, $\pm\tfrac12$ four times each, and $0$ twice. Along [100], $\pm1/\sqrt2$ and $0$ occur four times each. Along [111], $\pm\sqrt{2/3}$ occurs three times each and $0$ six times. Adding opposite vectors with $1/(1-x)+1/(1+x)=2/(1-x^2)$,

$$S_{110}=\frac{2}{1-\kappa_0^2}+\frac{8}{1-\kappa_0^2/4}+2=20.59,$$

$$S_{100}=\frac{8}{1-\kappa_0^2/2}+4=17.00,\qquad
S_{111}=\frac{6}{1-2\kappa_0^2/3}+6=18.32.$$

Subtracting 18.66 and dividing by $8\kappa_0^2$ gives $\delta k/(k_Fu^2)=0.314$, $-0.268$ and $-0.054$. Plane-wave diagonalization at $u=\pm0.01$, averaged over the two signs to remove odd orders, agrees with these coefficients to within 0.001; the test allowed 0.01.

The distortion is small because most of $S$ is isotropic. For small $\kappa_0$ this can be seen by expanding in powers of $\kappa_0\mu$. Odd powers cancel between $\mathbf g$ and $-\mathbf g$. The quadratic sum $\sum\mu^2=4$ is the same in all directions by cubic symmetry. The anisotropy starts with the fourth power:

$$S-\langle S\rangle\simeq\kappa_0^4\left(\sum_{\mathbf g}\mu^4-\frac{12}{5}\right).$$

The sum is $5/2$, $2$ and $8/3$ along [110], [100] and [111]. A small Fermi sphere would thus bulge most along [111]. At $\kappa_0=0.877$ the higher powers have reversed the sign there, and the bulge points to the nearest face.

In the opposite limit, $\kappa_0\to1$, the term $2/(1-\kappa_0^2)$ diverges and the expansion fails. Its condition is that $|V|$ be small compared with the smallest energy denominator, $|u|\ll4(1-\kappa_0)=0.49$.

## A numerical case

Take the round parameters $a=4$ Å and $|V|=0.5$ eV, not assigned to any metal. Then $p=1.111$ Å$^{-1}$, $E_N=4.700$ eV and $|u|=0.5/4.700=0.106$. Toward N the formula gives

$$\frac{\delta k}{k_F}=0.314\times(0.1064)^2=0.36\,\%.$$

Diagonalization gives 0.25 % for $V>0$ and 0.49 % for $V<0$. The second-order value lies between them but misses each by roughly a third of itself. The difference between the signs comes from odd orders in $V$. These exist because two (110) vectors can differ by a third, as in $(110)-(101)=(01\bar1)$, so that three scatterings can return an electron to its initial wave.

The Fermi level falls from 3.618 eV to 3.370 eV in second order; the full values are 3.412 eV for $V>0$ and 3.318 eV for $V<0$. This drop is half as large as $|V|$ itself, and it matters for contact.

## What contact requires

While the surface is closed, the lower level at N lies above the Fermi level. If N is the lowest point of the zone boundary, contact occurs when

$$E_N^{-}(V)=E_F(V).$$

Setting $\delta k/k_F=1/\kappa_0-1$ in the distortion formula would give $|u|=0.67$. That number has no meaning, since at N the wave $\mathbf k-\mathbf G$ is degenerate with $\mathbf k$ and the denominator for the near face vanishes.

The fixed-energy equations can be used there if the near wave is kept explicitly. With one partner wave they give

$$(E-\kappa^2)(E-|\kappa\mathbf n-2\mathbf g|^2)=u^2.$$

At N both free energies equal 1, hence $E=1\pm u$. Equating the lower level $1-|u|$ to the free Fermi energy $\kappa_0^2$ yields

$$|V|=(1-\kappa_0^2)E_N=0.230\,E_N,$$

or 1.08 eV in the numerical case.

This law is the correct leading term when the free sphere almost touches the face. The required $|u|$ is then small, and the neglected terms are of order $u^2$, apart from a logarithm from $\mathrm{artanh}\,\kappa_0$. An equivalent statement is that, to first order in $|u|$, the volume below the N level is $1-\tfrac32|u|$ of the sphere through N. Diagonalization at $|u|=0.01$ confirmed this loss within the 20 % allowed for the next terms. For one electron per atom, however, $|u|=0.23$ is not small enough.

**Second-order terms.** At N the energy of a partner wave is $5-4\mu$. Besides the degenerate one, the wave $\mathbf k$ couples to four waves at energy 3, two at 5, four at 7 and one at 9. They lie 2, 4, 6 and 8 above the degenerate pair and lower each of its members by

$$u^2\left(\frac42+\frac24+\frac46+\frac18\right)=\frac{79}{24}u^2.$$

The four waves at energy 3 couple to both members, which adds $-4u^2/2=-2u^2$ to the matrix element $u$ between them. The even and odd combinations therefore have energies

$$E_{\rm even}=1+u-\frac{127}{24}u^2,\qquad E_{\rm odd}=1-u-\frac{31}{24}u^2.$$

For $V>0$ the component $2V\cos(\mathbf G\cdot\mathbf r)$ is repulsive at the ions, and the odd state, with its node there, is the lower one. For $V<0$ it is the even state. With $\delta E_F=-4.66\,u^2E_N$, the distance from the Fermi level up to N is

$$\frac{E_N^--E_F}{E_N}=0.230-|u|+(4.66-c)\,u^2,\qquad c=\frac{31}{24}\ (V>0),\quad \frac{127}{24}\ (V<0).$$

For $V>0$ the last term is positive: the Fermi level sinks faster than the second-order part of the N level, and the quadratic has no real root. For $V<0$ the two nearly cancel, and the root is $|u|=0.204$. Neither statement settles the matter, because $|u|\approx0.2$ is no longer small compared with 0.49.

**The full model.** A criterion free of the expansion is the number of electrons per atom that fit below the lower N level. It is $1/\kappa_0^3=1.48$ for free electrons and must fall to 1 for contact. The criterion assumes that N is the lowest point of the zone boundary, which was checked only against the corner points P and H. Diagonalization with 55 plane waves up to $|u|=0.2$, and with 321 from $|u|=0.3$ on, gives:

| $\lvert u\rvert$ | $V>0$ | $V<0$ |
|---|---|---|
| 0.1 | 1.35 | 1.30 |
| 0.2 | 1.28 | 1.18 |
| 0.3 | 1.24 | 1.09 |
| 0.5 | 1.20 | 1.003 |
| 0.8 | 1.17 | 0.96 |

At $|u|=0.3$, beyond both estimates, the surface is still closed. There the count was tested against a sum over the whole zone with several bands and against a larger basis; the largest difference was 0.02. For $V>0$ the count flattens well above 1. For $V<0$ the size of the basis matters. With 55 waves the count shows a minimum of 1.04 near $|u|=0.5$ and then rises, which is a truncation error. With 135 and 321 waves it is 1.004 and 1.003 at $|u|=0.5$, and 0.974 and 0.960 at $|u|=0.8$. The last value is not fully converged, but both lie below 1, so contact for $V<0$ occurs between $|u|=0.5$ and $0.8$, close to the lower end.

The model thus gives contact for $V<0$ at a strength more than twice the two-wave estimate, and no contact for $V>0$ at any tabulated strength. The figure $0.230\,E_N$ is the two-wave estimate with a frozen Fermi level. Other Fourier components, nonlocality and a dependence of $V$ on $k$ are left out here and could change the outcome in a real metal.

## What the two derivations assume

Both derivations need $|u|\ll4(1-\kappa_0)$, a closed surface and a fixed electron number. They differ in what is held constant. The first fixes $\mathbf k$ and assumes that the perturbed state grows out of a single, nondegenerate plane wave. Its energy function holds throughout the interior of the sphere, and the Fermi level appears as an angular average of level shifts.

The second fixes $E$ and needs the wave equation at that one energy. It assumes that the eliminated amplitudes are small, an assumption that can be dropped for one wave at a time. It therefore leads directly to the two-wave equation at N. The first derivation, in its nondegenerate form, stops there; to continue at fixed $\mathbf k$ one needs degenerate perturbation theory, as in the second-order terms at N. Neither gains accuracy for the distortion itself: both discard the terms of order $u^3$ that separate the two signs of $V$ in the numerical output.

## Table of computed values

```
kF / Gamma-N distance = 0.87731
a = 4.0 angstrom, |V| = 0.50 eV
Gamma-N distance p = 1.1107 1/angstrom
free kF = 0.9744 1/angstrom
E_N = 4.7004 eV, free E_F = 3.6177 eV
|u| = |V|/E_N = 0.1064
angular mean of S = 18.6565
E_F shift/(E_N u^2): formula -4.6641, full -4.6650
[110] S = 20.5893; dk/(kF u^2): formula 0.3139, full 0.3140
  example dk/kF in %: 2nd order 0.355, full V>0 0.247, V<0 0.485
[100] S = 17.0046; dk/(kF u^2): formula -0.2683, full -0.2684
  example dk/kF in %: 2nd order -0.304, full V>0 -0.192, V<0 -0.445
[111] S = 18.3232; dk/(kF u^2): formula -0.0541, full -0.0541
  example dk/kF in %: 2nd order -0.061, full V>0 -0.056, V<0 -0.049
example E_F, 2nd order = 3.3697 eV
example full V>0: E_F = 3.4123 eV, lower N level = 4.1357 eV
example full V<0: E_F = 3.3178 eV, lower N level = 3.9011 eV
invalid extrapolated contact |V|/E_N = 0.6675
two-wave, frozen E_F: contact |V|/E_N = 0.2303
  the same for the example: |V| = 1.0826 eV
2nd-order contact V>0: discriminant -2.1071, no real root
2nd-order contact V<0: discriminant 1.5782, root |V|/E_N = 0.2042
free electrons/atom below N = 1.4810
V>0 |u|=0.3 electrons/atom: rays 1.2402, grid 1.2441, larger basis 1.2397
V<0 |u|=0.3 electrons/atom: rays 1.0958, grid 1.1124, larger basis 1.0931
V>0 |u|:electrons/atom below N
  0.1:1.345  0.2:1.279  0.3:1.240  0.4:1.216  0.5:1.200  0.6:1.191  0.7:1.185  0.8:1.183
V>0 no contact found up to |u| = 0.80
  least electrons/atom = 1.1827 at |u| = 0.80
V<0 |u|:electrons/atom below N
  0.1:1.303  0.2:1.178  0.3:1.096  0.4:1.049  0.5:1.037  0.6:1.062  0.7:1.122  0.8:1.199
V<0 no contact found up to |u| = 0.80
  least electrons/atom = 1.0373 at |u| = 0.50
```
